# Arm spacing of a growth spiral from its central curvature: a numerical check

```python
"""
Spiral growth: the Archimedean estimate of the arm spacing, 4*pi*r_star.

Result under test: a step obeying v = v_inf*(1 - r_star*kappa), with its end
fixed, has central curvature 1/r_star. The Archimedean spiral r = a*theta has
central curvature 2/a, so a = 2*r_star and its spacing is 4*pi*r_star.
The steadily turning solution of the same step law has a larger far spacing.

Symbols: beta step free energy per length, omega_at area per atom,
dmu driving force per atom, r_star = beta*omega_at/dmu critical radius,
kappa curvature, Theta(r) polar angle of the arm, psi = r*dTheta/dr,
w turning rate. Reduced units: r_star = 1 and v_inf = 1.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

PI = np.pi

# ---------- critical radius: maximum of the island free energy ----------
beta, omega_at, dmu, height = 0.05, 10.0, 0.02, 2.0   # eV/A, A^2, eV, A


def island_energy(r):
    return 2 * PI * r * beta - PI * r**2 * dmu / omega_at


r_star = beta * omega_at / dmu
top = minimize_scalar(lambda r: -island_energy(r), bounds=(1.0, 200.0),
                      method="bounded", options={"xatol": 1e-8})
barrier = -top.fun
assert abs(top.x / r_star - 1) < 1e-5
assert abs(barrier / (PI * beta * r_star) - 1) < 1e-9

# ---------- length and area change of a displaced non-circular edge ----------
u = np.linspace(0, 2 * PI, 4000, endpoint=False)
A_AX, B_AX = 3.0, 2.0
speed = np.sqrt((A_AX * np.sin(u))**2 + (B_AX * np.cos(u))**2)
normal = np.array([B_AX * np.cos(u), A_AX * np.sin(u)]) / speed
bump = np.exp(np.cos(u - 0.4))


def length_and_area(eps):
    x, y = np.array([A_AX * np.cos(u), B_AX * np.sin(u)]) + eps * bump * normal
    xn, yn = np.roll(x, -1), np.roll(y, -1)
    return np.array([np.hypot(xn - x, yn - y).sum(),
                     0.5 * np.sum(x * yn - y * xn)])


eps = 1e-4
changes = (length_and_area(eps) - length_and_area(-eps)) / (2 * eps)
du = u[1] - u[0]
kappa_ellipse = A_AX * B_AX / speed**3
predicted = np.array([np.sum(kappa_ellipse * bump * speed) * du,
                      np.sum(bump * speed) * du])
assert np.allclose(changes, predicted, rtol=1e-4)


# ---------- curvature and normal speed of a turning spiral ----------
def kappa_polar(r, psi, dpsi):
    q = np.sqrt(1 + psi**2)
    return psi / (r * q) + dpsi / q**3


def kappa_arch(theta, a):
    return (2 + theta**2) / (a * (1 + theta**2)**1.5)


def point(r, angle):
    return np.array([r * np.cos(angle), r * np.sin(angle)])


def circle_curvature(p, q, s):
    """Curvature of the circle through three points."""
    d1, d2 = q - p, s - p
    cross = d1[0] * d2[1] - d1[1] * d2[0]
    return 2 * cross / (np.linalg.norm(d1) * np.linalg.norm(d2)
                        * np.linalg.norm(s - q))


def trial_angle(r):
    return 0.4 * r + 0.3 * np.log(1 + r)


r_test, dr = 1.7, 1e-3
psi_test = 0.4 * r_test + 0.3 * r_test / (1 + r_test)
dpsi_test = 0.4 + 0.3 / (1 + r_test)**2
three = [point(r, trial_angle(r)) for r in (r_test - dr, r_test, r_test + dr)]
assert abs(circle_curvature(*three)
           / kappa_polar(r_test, psi_test, dpsi_test) - 1) < 1e-4

a_test = 3.0
for theta in (0.5, 1.0, 4.0):
    three = [point(a_test * t, t) for t in (theta - dr, theta, theta + dr)]
    assert abs(circle_curvature(*three) / kappa_arch(theta, a_test) - 1) < 1e-4
three = [point(a_test * t, t) for t in (0.0, dr, 2 * dr)]
central_curvature = circle_curvature(*three)
assert abs(central_curvature * a_test / 2 - 1) < 1e-4

turn = 1e-4                       # small clockwise turn of the whole arm
here = point(r_test, trial_angle(r_test))
near = minimize_scalar(
    lambda r: np.linalg.norm(point(r, trial_angle(r) - turn) - here),
    bounds=(r_test - 0.01, r_test + 0.01), method="bounded",
    options={"xatol": 1e-11})
assert near.x > r_test            # the arm moves outward
assert abs(near.fun / turn * np.sqrt(1 + psi_test**2) / r_test - 1) < 1e-3

# ---------- matching, with the central curvature measured above ----------
a_match = central_curvature * a_test      # a such that curvature is 1/r_star
spacing_arch = 2 * PI * a_match
assert abs(spacing_arch / (4 * PI) - 1) < 1e-4
spacing_arch = 4 * PI
w_arch = 2 * PI / spacing_arch

# ---------- the Archimedean arm does not obey the step law everywhere ----------
theta_grid = np.logspace(-3, 3, 4000)
needed = theta_grid / np.sqrt(1 + theta_grid**2)
allowed = 1 - kappa_arch(theta_grid, 2.0)
assert np.all(needed > allowed)


# ---------- steadily turning solution of the full step law ----------
def slope(r, psi, w):
    q2 = 1 + psi**2
    return q2 * (np.sqrt(q2) - psi / r - w * r)


def centre_series(r, w):
    return r / 2 - w * r**2 / 3 + r**3 / 16


def shoot(w):
    """Integrate outward; +1 if psi runs away upward, -1 if it falls to 0."""
    def high(r, y):
        return y[0] - w * r - 1.0

    def low(r, y):
        return y[0]
    high.terminal = low.terminal = True
    sol = solve_ivp(lambda r, y: [slope(r, y[0], w)], (0.01, 12.0),
                    [centre_series(0.01, w)], method="DOP853",
                    rtol=1e-10, atol=1e-12, events=(high, low))
    if len(sol.t_events[0]):
        return 1, sol
    if len(sol.t_events[1]):
        return -1, sol
    return (1 if sol.y[0, -1] > w * (sol.t[-1] + 1) else -1), sol


for w_try in (0.5, 0.6):          # rates at or above the Archimedean one fail
    verdict, path = shoot(w_try)
    assert verdict == -1 and np.all(path.y[0] < path.t / 2)

w_low, w_high = 0.1, 0.5
assert shoot(w_low)[0] == 1
for _ in range(36):
    w_mid = 0.5 * (w_low + w_high)
    if shoot(w_mid)[0] == 1:
        w_low = w_mid
    else:
        w_high = w_mid
w_true = 0.5 * (w_low + w_high)
spacing_true = 2 * PI / w_true
assert w_true < w_arch and spacing_true > spacing_arch

# ---------- whole profile, integrated inward from far away ----------
r_in, r_out = 0.05, 200.0
profile = solve_ivp(lambda r, y: [slope(r, y[0], w_true), y[0] / r],
                    (r_out, r_in), [w_true * r_out, 0.0], method="Radau",
                    rtol=1e-8, atol=1e-10, dense_output=True)
assert profile.success
assert abs(profile.y[0, -1] - centre_series(r_in, w_true)) < 1e-4
far_shift = profile.sol(100.0)[0] / w_true - 100.0
assert abs(far_shift - 1) < 0.05          # psi tends to w*(r + 1)

angle_offset = r_in / 2 - w_true * r_in**2 / 6 - profile.y[1, -1]


def arm_angle(r):
    return profile.sol(r)[1] + angle_offset


arms = np.array([brentq(lambda r: arm_angle(r) - 2 * PI * n, r_in, 190.0)
                 for n in range(1, 8)])
gaps = np.diff(arms)
middle = 0.5 * (arms[-1] + arms[-2])
assert abs(gaps[-1] / spacing_true - (1 - 1 / middle)) < 1e-3


def local_pitch(r):
    return 2 * PI * r / profile.sol(r)[0]


assert abs(local_pitch(r_in) / spacing_arch - 1) < 0.02

# ---------- time-dependent step, started straight ----------
n_grid, h = 240, 0.05
r_grid = (np.arange(n_grid) + 0.5) * h


def angle_rate(t, phi):
    g = np.concatenate(([phi[0] - 0.5 * h], phi, [2 * phi[-1] - phi[-2]]))
    d1 = (g[2:] - g[:-2]) / (2 * h)
    d2 = (g[2:] - 2 * g[1:-1] + g[:-2]) / h**2
    psi = r_grid * d1
    kappa = kappa_polar(r_grid, psi, d1 + r_grid * d2)
    return -np.sqrt(1 + psi**2) / r_grid * (1 - kappa)


run = solve_ivp(angle_rate, (0, 60), np.zeros(n_grid), method="LSODA",
                t_eval=[40, 60], rtol=1e-6, atol=1e-8, lband=1, uband=1)
assert run.success
rates = -(run.y[:, 1] - run.y[:, 0]) / 20.0
w_dynamic = rates[20]
assert np.ptp(rates[:160]) < 0.005 * w_true     # turns as a rigid shape
assert abs(w_dynamic / w_true - 1) < 0.005

# ---------- printed numbers ----------
bohr = physical_constants["Bohr radius"][0] * 1e10
lam_a, lam_t = spacing_arch * r_star, spacing_true * r_star
print(f"step free energy beta              {beta:.3f} eV/angstrom")
print(f"area per atom                      {omega_at:.1f} angstrom^2")
print(f"driving force per atom             {dmu:.3f} eV")
print(f"step height                        {height:.1f} angstrom")
print(f"critical radius r*                 {r_star:.2f} angstrom")
print(f"island barrier at r*               {barrier:.3f} eV")
print(f"Archimedean a = 2 r*               {2 * r_star:.2f} angstrom")
print(f"Archimedean spacing / r*           {spacing_arch:.4f}")
print(f"full-law far spacing / r*          {spacing_true:.4f}")
print(f"Archimedean spacing                {lam_a:.1f} angstrom")
print(f"Archimedean spacing                {lam_a / bohr:.1f} bohr")
print(f"full-law far spacing               {lam_t:.1f} angstrom")
print(f"full-law far spacing               {lam_t / bohr:.1f} bohr")
print(f"Archimedean / full-law spacing     {lam_a / lam_t:.4f}")
print(f"full-law / Archimedean spacing     {lam_t / lam_a:.4f}")
print(f"hillock slope, Archimedean         {height / lam_a:.5f}")
print(f"hillock slope, full law            {height / lam_t:.5f}")
print(f"turning rate, Archimedean          {w_arch:.6f} v_inf/r*")
print(f"turning rate, full law             {w_true:.6f} v_inf/r*")
print(f"turning rate, time-dependent run   {w_dynamic:.6f} v_inf/r*")
print("Archimedean arm: speed needed and speed allowed, in v_inf")
for r in (0.5, 1.0, 2.0, 5.0, 20.0):
    th = r / 2
    print(f"  r/r* = {r:5.1f}  needed {th / np.sqrt(1 + th**2):.4f}"
          f"  allowed {1 - kappa_arch(th, 2.0):.4f}")
print("full law: local pitch 2 pi/(dTheta/dr), in r*")
for r in (0.05, 0.5, 1.0, 2.0, 3.0, 5.0, 10.0, 20.0, 50.0, 100.0):
    print(f"  r/r* = {r:6.2f}  pitch {local_pitch(r):.3f}")
print("full law: arm radii on the ray of the central tangent, in r*")
for n, radius in enumerate(arms, start=1):
    gap = f"  gap from previous {gaps[n - 2]:.3f}" if n > 1 else ""
    print(f"  arm {n}: {radius:.3f}{gap}")
print(f"far shift psi/w - r at r = 100 r*   {far_shift:.4f} r*")
print("ALL CHECKS PASSED")
```

It prints:

```
step free energy beta              0.050 eV/angstrom
area per atom                      10.0 angstrom^2
driving force per atom             0.020 eV
step height                        2.0 angstrom
critical radius r*                 25.00 angstrom
island barrier at r*               3.927 eV
Archimedean a = 2 r*               50.00 angstrom
Archimedean spacing / r*           12.5664
full-law far spacing / r*          18.9848
Archimedean spacing                314.2 angstrom
Archimedean spacing                593.7 bohr
full-law far spacing               474.6 angstrom
full-law far spacing               896.9 bohr
Archimedean / full-law spacing     0.6619
full-law / Archimedean spacing     1.5108
hillock slope, Archimedean         0.00637
hillock slope, full law            0.00421
turning rate, Archimedean          0.500000 v_inf/r*
turning rate, full law             0.330958 v_inf/r*
turning rate, time-dependent run   0.330956 v_inf/r*
Archimedean arm: speed needed and speed allowed, in v_inf
  r/r* =   0.5  needed 0.2425  allowed 0.0584
  r/r* =   1.0  needed 0.4472  allowed 0.1950
  r/r* =   2.0  needed 0.7071  allowed 0.4697
  r/r* =   5.0  needed 0.9285  allowed 0.7887
  r/r* =  20.0  needed 0.9950  allowed 0.9498
full law: local pitch 2 pi/(dTheta/dr), in r*
  r/r* =   0.05  pitch 12.703
  r/r* =   0.50  pitch 13.743
  r/r* =   1.00  pitch 14.592
  r/r* =   2.00  pitch 15.682
  r/r* =   3.00  pitch 16.312
  r/r* =   5.00  pitch 16.985
  r/r* =  10.00  pitch 17.692
  r/r* =  20.00  pitch 18.215
  r/r* =  50.00  pitch 18.637
  r/r* = 100.00  pitch 18.803
full law: arm radii on the ray of the central tangent, in r*
  arm 1: 17.013
  arm 2: 35.363  gap from previous 18.349
  arm 3: 53.958  gap from previous 18.595
  arm 4: 72.661  gap from previous 18.703
  arm 5: 91.426  gap from previous 18.765
  arm 6: 110.230  gap from previous 18.804
  arm 7: 129.062  gap from previous 18.832
far shift psi/w - r at r = 100 r*   0.9653 r*
ALL CHECKS PASSED
```
